# Finding the terms of d³ and accounting for all 120 states: verification in Python

```python
# Result under test: three equivalent d electrons have the terms
# 4F, 4P, 2H, 2G, 2F, 2D (twice), 2P, with 120 states in all.
# L, S: total orbital and spin quantum numbers; ML, MS: their projections.
# N(ML, MS): number of determinants with these projections.
# (a,b|c): spin-up electrons in m=a,b and a spin-down electron in m=c.
# Angular momenta are in units of hbar. Spins are stored doubled (2S, 2MS).
from collections import Counter
from itertools import combinations
from math import comb

import numpy as np
from scipy.linalg import null_space

m_values = np.array([2, 1, 0, -1, -2])
orbital_m = np.concatenate([m_values, m_values])   # spin up first, then down
double_spin = np.array([1] * 5 + [-1] * 5)

# One-electron ladder operators in the ten spin-orbitals
raise_m = np.zeros((5, 5))
for column in range(1, 5):
    m = m_values[column]
    raise_m[column - 1, column] = np.sqrt(6 - m * (m + 1))
one_l_plus = np.kron(np.eye(2), raise_m)
one_s_plus = np.kron(np.array([[0.0, 1.0], [0.0, 0.0]]), np.eye(5))


def permutation_sign(sequence):
    inversions = sum(a > b for a, b in combinations(sequence, 2))
    return -1 if inversions % 2 else 1


def many_electron(one_body, dets):
    """Matrix of a sum of one-electron operators between determinants."""
    position = {det: i for i, det in enumerate(dets)}
    matrix = np.zeros((len(dets), len(dets)))
    for j, det in enumerate(dets):
        for place, source in enumerate(det):
            for target in np.flatnonzero(one_body[:, source]):
                new = list(det)
                new[place] = int(target)
                if len(set(new)) < len(new):
                    continue                        # Pauli principle
                i = position[tuple(sorted(new))]
                matrix[i, j] += permutation_sign(new) * one_body[target, source]
    return matrix


def angular_momentum(electrons):
    dets = list(combinations(range(10), electrons))
    ML = np.array([orbital_m[list(d)].sum() for d in dets])
    MS2 = np.array([double_spin[list(d)].sum() for d in dets])
    L_plus = many_electron(one_l_plus, dets)
    S_plus = many_electron(one_s_plus, dets)
    L_sq = L_plus.T @ L_plus + np.diag(ML * (ML + 1.0))
    S_sq = S_plus.T @ S_plus + np.diag(MS2 / 2 * (MS2 / 2 + 1))
    return dets, ML, MS2, L_plus, S_plus, L_sq, S_sq


dets, ML, MS2, L_plus, S_plus, L_sq, S_sq = angular_momentum(3)
total_states = comb(10, 3)
assert len(dets) == total_states

# A filled d shell has L = S = 0
filled = angular_momentum(10)
assert len(filled[0]) == 1
assert np.allclose(filled[5], 0) and np.allclose(filled[6], 0)

# Road 1: count determinants and take differences
N = Counter(zip(ML.tolist(), MS2.tolist()))
for (a, b), number in list(N.items()):
    assert N[(-a, b)] == number and N[(a, -b)] == number


def copies_from_counts(L, S2):
    return (N[(L, S2)] - N[(L + 1, S2)]
            - N[(L, S2 + 2)] + N[(L + 1, S2 + 2)])


counted = {(L, S2): copies_from_counts(L, S2)
           for S2 in (3, 1) for L in range(7) if copies_from_counts(L, S2)}

# Road 2: diagonalize L^2 and S^2 together in the full space
_, vectors = np.linalg.eigh(L_sq + 100 * S_sq)
groups = {}
for v in vectors.T:
    L = int(round((np.sqrt(1 + 4 * (v @ L_sq @ v)) - 1) / 2))
    S2 = int(round(np.sqrt(1 + 4 * (v @ S_sq @ v)) - 1))
    assert np.allclose(L_sq @ v, L * (L + 1) * v, atol=1e-9)
    assert np.allclose(S_sq @ v, S2 / 2 * (S2 / 2 + 1) * v, atol=1e-9)
    groups.setdefault((L, S2), []).append(v)

diagonalized = {}
for (L, S2), members in groups.items():
    copies, rest = divmod(len(members), (2 * L + 1) * (S2 + 1))
    assert rest == 0
    diagonalized[(L, S2)] = copies
    # each term holds one state per allowed (ML, MS) and none outside
    weight = (np.array(members) ** 2).sum(axis=0)
    for a, b in N:
        in_sector = weight[(ML == a) & (MS2 == b)].sum()
        expected = copies if abs(a) <= L and abs(b) <= S2 else 0
        assert abs(in_sector - expected) < 1e-9
assert counted == diagonalized

letters = "SPDFGHI"
named = {f"{S2 + 1}{letters[L]}": c for (L, S2), c in counted.items()}
assert named == {"4F": 1, "4P": 1, "2H": 1, "2G": 1, "2F": 1, "2D": 2, "2P": 1}
degeneracy = {key: (2 * key[0] + 1) * (key[1] + 1) for key in counted}
degeneracy_sum = sum(counted[key] * degeneracy[key] for key in counted)
assert degeneracy_sum == total_states
assert sum(counted.values()) == 8
without_one_D = degeneracy_sum - degeneracy[(2, 1)]
wrong_swap = degeneracy_sum - degeneracy[(1, 3)] + 2 * degeneracy[(1, 1)]
assert without_one_D != total_states and wrong_swap == total_states

# The two 2D terms: top states with ML = 2, MS = 1/2
sector = np.flatnonzero((ML == 2) & (MS2 == 1))
L_equations = L_plus[:, sector]
all_equations = np.vstack([L_equations, S_plus[:, sector]])
L_rank = np.linalg.matrix_rank(L_equations)
full_rank = np.linalg.matrix_rank(all_equations)
kernel = null_space(all_equations)
assert L_rank == full_rank and kernel.shape[1] == counted[(2, 1)]

# First state: an L = S = 0 pair plus an electron in m = 2, spin up
pair_dets, _, _, _, _, pair_L_sq, pair_S_sq = angular_momentum(2)
pair = np.zeros(len(pair_dets))
first_full = np.zeros(len(dets))
for m in m_values:
    up, down = int(2 - m), int(5 + 2 + m)
    amplitude = -1.0 if m % 2 else 1.0
    pair[pair_dets.index((up, down))] = amplitude
    if up != 0:
        first_full[dets.index((0, up, down))] = amplitude
assert np.allclose(pair_L_sq @ pair, 0) and np.allclose(pair_S_sq @ pair, 0)
first = first_full[sector]
first = first / np.linalg.norm(first) * np.sign(first[0])

# Second state: the rest of the numerical null space
second = (kernel @ null_space((first @ kernel)[None, :]))[:, 0]
second = second * np.sign(second[0])

# Solutions of the ladder equations found by hand, same determinant order
hand_first = np.array([1, -1, 1, -1, 0, 0], dtype=float)
hand_second = np.array([3, -3, -1, 5, 2 * np.sqrt(6), -4])
norm_first, norm_second = hand_first @ hand_first, hand_second @ hand_second
assert np.allclose(first, hand_first / np.sqrt(norm_first))
assert np.allclose(second, hand_second / np.sqrt(norm_second))
assert abs(hand_first @ hand_second) < 1e-12
for hand in (hand_first, hand_second):
    assert np.allclose(all_equations @ hand, 0)
    full = np.zeros(len(dets))
    full[sector] = hand
    assert np.allclose(L_sq @ full, 6 * full)
    assert np.allclose(S_sq @ full, 0.75 * full)

print("Spin-orbitals in the d shell (count):", len(orbital_m))
print("Three-electron determinants (count):", total_states)
for S2 in (3, 1, -1, -3):
    print(f"Determinants with MS = {S2}/2 (count):", int(np.sum(MS2 == S2)))
print("Determinant counts N(ML, MS):")
print("  ML   MS=3/2   MS=1/2")
for a in range(5, -1, -1):
    print(f"  {a:2d}   {N[(a, 3)]:6d}   {N[(a, 1)]:6d}")
print("Terms (copies; states per copy; states in all copies):")
for key in sorted(counted, key=lambda k: (-k[1], -k[0])):
    L, S2 = key
    print(f"  {S2 + 1}{letters[L]}: {counted[key]}; {degeneracy[key]}; "
          f"{counted[key] * degeneracy[key]}")
print("Number of terms, repeats included:", sum(counted.values()))
print("Sum of degeneracies (states):", degeneracy_sum)
print("Sum if one 2D is forgotten (states):", without_one_D)
print("Sum if 4P is replaced by two 2P (states):", wrong_swap)
print("Determinants with ML=2, MS=1/2 (count):", len(sector))
print("Independent equations from L+ alone:", L_rank)
print("Independent equations from L+ and S+:", full_rank)
print("Independent 2D top states:", kernel.shape[1])
print("Squared norms before normalization:",
      f"{norm_first:.0f} and {norm_second:.0f}")
print("Normalized amplitudes (dimensionless), first and second 2D:")
for i, index in enumerate(sector):
    a, b, c = orbital_m[list(dets[index])]
    print(f"  ({a},{b}|{c}): {first[i] + 0.0:8.4f} {second[i]:8.4f}")
print("checks complete")
```

Output:

```
Spin-orbitals in the d shell (count): 10
Three-electron determinants (count): 120
Determinants with MS = 3/2 (count): 10
Determinants with MS = 1/2 (count): 50
Determinants with MS = -1/2 (count): 50
Determinants with MS = -3/2 (count): 10
Determinant counts N(ML, MS):
  ML   MS=3/2   MS=1/2
   5        0        1
   4        0        2
   3        1        4
   2        1        6
   1        2        8
   0        2        8
Terms (copies; states per copy; states in all copies):
  4F: 1; 28; 28
  4P: 1; 12; 12
  2H: 1; 22; 22
  2G: 1; 18; 18
  2F: 1; 14; 14
  2D: 2; 10; 20
  2P: 1; 6; 6
Number of terms, repeats included: 8
Sum of degeneracies (states): 120
Sum if one 2D is forgotten (states): 110
Sum if 4P is replaced by two 2P (states): 120
Determinants with ML=2, MS=1/2 (count): 6
Independent equations from L+ alone: 4
Independent equations from L+ and S+: 4
Independent 2D top states: 2
Squared norms before normalization: 4 and 84
Normalized amplitudes (dimensionless), first and second 2D:
  (2,1|-1):   0.5000   0.3273
  (2,0|0):  -0.5000  -0.3273
  (2,-1|1):   0.5000  -0.1091
  (2,-2|2):  -0.5000   0.5455
  (1,0|1):   0.0000   0.5345
  (1,-1|2):   0.0000  -0.4364
checks complete
```
